# Choosing hop and decoherence settings in surface-hopping simulations of photoinduced bond rupture: a numerical check

```python
# Fewest-switches surface hopping for photoinduced bond rupture.
# Result under test: hops paid for by kinetic energy conserve total energy;
# refused hops separate active fractions from electronic populations; and
# undamped amplitudes give false fringes on repeated crossing passages.
# Symbols: x bond stretch (nm), v velocity (nm/fs), V1 bound excited diabat,
# V2 repulsive diabat, C coupling (eV), S mean of the diabats, D half their
# difference, W half the adiabatic gap, theta mixing angle, side = +1 upper
# and -1 lower active adiabat. Energies in eV, times in fs.
# The reference is a wave packet on a grid for the same two-state model.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HBAR = sc.hbar / sc.e * 1e15
AMU = sc.atomic_mass * 1e12 / sc.e
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
M_CH3, M_SI = 15.035, 28.085
mass_amu = M_CH3 * M_SI / (M_CH3 + M_SI)
M = mass_amu * AMU

# Rough regime of a Si-CH3 bond; curve shapes are round model parameters.
E1, D1, A1, X1 = 6.8, 2.0, 14.5, 0.03
D2, B2, XC, C = 3.8, 10.0, 0.045, 0.07
QUANTUM = 0.09
X_BREAK = 0.2
STRAIN = 0.015
T_END, DT, N = 200.0, 0.2, 3000
TIMES = [80, 120, 160, 200]
E_CROSS = E1 + D1 * (1 - np.exp(-A1 * (XC - X1)))**2
sigma_x = HBAR / np.sqrt(2 * M * QUANTUM)
sigma_v = HBAR / (2 * sigma_x * M)


def diabats(x):
    m = np.exp(-A1 * (x - X1))
    r = (E_CROSS - D2) * np.exp(-B2 * (x - XC))
    return (E1 + D1 * (1 - m)**2, D2 + r,
            2 * D1 * A1 * m * (1 - m), -B2 * r)


def surfaces(x):
    v1, v2, g1, g2 = diabats(x)
    s, d = (v1 + v2) / 2, (v1 - v2) / 2
    w = np.sqrt(d * d + C * C)
    return s, d, w, (g1 + g2) / 2, d * (g1 - g2) / (2 * w)


def lower(x):
    s, d, w, ds, dw = surfaces(x)
    return s - w


def upper(x):
    s, d, w, ds, dw = surfaces(x)
    return s + w


def sample(center, count, seed, widen=1.0):
    rng = np.random.default_rng(seed)
    return (center + widen * sigma_x * rng.standard_normal(count),
            widen * sigma_v * rng.standard_normal(count))


def hopping(x, v, t_end=T_END, dt=DT, damp=False, rule="keep",
            hops=True, seed=1):
    """rule: keep or reverse velocity after refusal; unscaled = control."""
    rng = np.random.default_rng(seed)
    x, v = x.copy(), v.copy()
    n = len(x)
    side = -np.ones(n)
    s, d, w, ds, dw = surfaces(x)
    th = 0.5 * np.arctan2(C, d)
    c1, c2 = -np.sin(th) + 0j, np.cos(th) + 0j
    pop_up = np.zeros(n)
    e0 = 0.5 * M * v * v + s + side * w
    drift = np.zeros(n)
    accepted = refused = up_tries = 0
    been_out = np.zeros(n, bool)
    returned = np.zeros(n, bool)
    switched = np.zeros(n, bool)
    curve = [np.mean(x > X_BREAK)]
    for _ in range(int(round(t_end / dt))):
        v -= 0.5 * dt * (ds + side * dw) / M
        x += dt * v
        d_old = d
        s, d, w, ds, dw = surfaces(x)
        v -= 0.5 * dt * (ds + side * dw) / M
        if hops:
            dm = 0.5 * (d + d_old)
            wm = np.sqrt(dm * dm + C * C)
            co = np.cos(wm * dt / HBAR)
            si = -1j * np.sin(wm * dt / HBAR) / wm
            c1, c2 = (co * c1 + si * (dm * c1 + C * c2),
                      co * c2 + si * (C * c1 - dm * c2))
            th = 0.5 * np.arctan2(C, d)
            ct, st = np.cos(th), np.sin(th)
            up, lo = ct * c1 + st * c2, -st * c1 + ct * c2
            new_up = np.abs(up)**2
            old_a = np.where(side > 0, pop_up, 1 - pop_up)
            new_a = np.where(side > 0, new_up, 1 - new_up)
            g = (old_a - new_a) / np.maximum(old_a, 1e-12)
            attempt = rng.random(n) < g
            if attempt.any():
                up_tries += int(np.sum(attempt & (side < 0)))
                ke_new = 0.5 * M * v * v + 2 * side * w
                if rule == "unscaled":
                    ok = attempt
                else:
                    ok = attempt & (ke_new >= 0)
                    v[ok] = np.sign(v[ok]) * np.sqrt(2 * ke_new[ok] / M)
                no = attempt & ~ok
                if rule == "reverse":
                    v[no] *= -1
                side[ok] *= -1
                accepted += int(ok.sum())
                refused += int(no.sum())
            if damp:
                ke = 0.5 * M * v * v
                rate = 2 * w / HBAR * ke / (ke + 0.1 * HARTREE)
                f = np.exp(-dt * rate)
                on_up = side > 0
                idle = np.where(on_up, lo, up) * f
                act = np.where(on_up, up, lo)
                act = act * (np.sqrt(np.maximum(0, 1 - np.abs(idle)**2))
                             / np.maximum(np.abs(act), 1e-12))
                up = np.where(on_up, act, idle)
                lo = np.where(on_up, idle, act)
                c1, c2 = ct * up - st * lo, st * up + ct * lo
                new_up = np.abs(up)**2
            pop_up = new_up
        drift = np.maximum(drift,
                           np.abs(0.5 * M * v * v + s + side * w - e0))
        been_out |= x > XC + 0.01
        now = been_out & ~returned & (x < XC - 0.008)
        switched[now] = side[now] > 0
        returned |= now
        curve.append(np.mean(x > X_BREAK))
    norm_error = np.max(np.abs(np.abs(c1)**2 + np.abs(c2)**2 - 1))
    assert norm_error < 1e-6
    return dict(x=x, drift=drift, accepted=accepted, refused=refused,
                up_tries=up_tries, returned=returned, switched=switched,
                curve=np.array(curve), active_up=np.mean(side > 0),
                pop_up=np.mean(pop_up), dt=dt)


def yield_at(run, t):
    return run["curve"][int(round(t / run["dt"]))]


def wave_packet(center, n=2048, dt=0.1):
    length = 2.048
    dx = length / n
    x = -0.1 + dx * np.arange(n)
    k = 2 * np.pi * np.fft.fftfreq(n, dx)
    s, d, w, ds, dw = surfaces(x)
    th = 0.5 * np.arctan2(C, d)
    packet = np.exp(-(x - center)**2 / (4 * sigma_x**2))
    psi = np.array([-np.sin(th) * packet, np.cos(th) * packet], complex)
    psi /= np.sqrt(np.sum(np.abs(psi)**2) * dx)
    phase = np.exp(-0.5j * s * dt / HBAR)
    co = np.cos(0.5 * w * dt / HBAR)
    si = -1j * np.sin(0.5 * w * dt / HBAR) / w
    p11, p22 = phase * (co + si * d), phase * (co - si * d)
    p12 = phase * si * C
    kin = np.exp(-0.5j * HBAR * k * k * dt / M)
    out = {}
    marks = {int(round(t / dt)): t for t in TIMES}
    for step in range(1, int(round(T_END / dt)) + 1):
        psi = np.array([p11 * psi[0] + p12 * psi[1],
                        p12 * psi[0] + p22 * psi[1]])
        psi = np.fft.ifft(kin * np.fft.fft(psi, axis=1), axis=1)
        psi = np.array([p11 * psi[0] + p12 * psi[1],
                        p12 * psi[0] + p22 * psi[1]])
        if step in marks:
            dens = np.sum(np.abs(psi)**2, axis=0) * dx
            out[marks[step]] = dens[x > X_BREAK].sum()
    assert dens[x > 1.85].sum() < 1e-4
    return out


# Adiabatic forces and derivative coupling against numerical eigenvectors.
def eigen(x):
    v1, v2, g1, g2 = diabats(x)
    h = np.array([[v1, np.full_like(x, C)], [np.full_like(x, C), v2]])
    return np.linalg.eigh(np.moveaxis(h, 2, 0))


xs, h = np.linspace(0.0, 0.15, 301), 1e-5
em, um = eigen(xs - h)
ez, uz = eigen(xs)
ep, up_vec = eigen(xs + h)
a, b = um[:, :, 1], up_vec[:, :, 1]
a = a * np.sign(np.sum(a * uz[:, :, 1], axis=1))[:, None]
b = b * np.sign(np.sum(b * uz[:, :, 1], axis=1))[:, None]
d_num = np.abs(np.sum(uz[:, :, 0] * (b - a), axis=1)) / (2 * h)
s, d, w, ds, dw = surfaces(xs)
v1, v2, g1, g2 = diabats(xs)
d_formula = np.abs(C * (g1 - g2) / (4 * w * w))
assert np.max(np.abs(d_num - d_formula)) < 1e-4 * d_formula.max()
grad_num = (ep - em) / (2 * h)
assert np.max(np.abs(grad_num[:, 0] - (ds - dw))) < 1e-3
assert np.max(np.abs(grad_num[:, 1] - (ds + dw))) < 1e-3

# Common constant-speed path: amplitudes, random switches, Landau-Zener.
gc = diabats(XC)
slope = abs(gc[2] - gc[3])


def stay_diabatic(energy, m=M):
    speed = np.sqrt(2 * np.maximum(energy - E_CROSS, 1e-9) / m)
    return np.exp(-2 * np.pi * C * C / (HBAR * speed * slope))


photon = float(lower(0.0))
v_cross = np.sqrt(2 * (photon - E_CROSS) / M)
lz = float(stay_diabatic(photon))


def path_terms(t):
    half = 0.5 * slope * v_cross * t
    gap2 = half * half + C * C
    return np.sqrt(gap2), -C * slope / (4 * gap2)


def amplitude_rhs(t, c):
    wp, tp = path_terms(t)
    return [-1j * wp * c[0] / HBAR + v_cross * tp * c[1],
            1j * wp * c[1] / HBAR - v_cross * tp * c[0]]


half_time = 0.06 / v_cross
tg = np.linspace(-half_time, half_time, 3001)
sol = solve_ivp(amplitude_rhs, (tg[0], tg[-1]), [0j, 1 + 0j],
                method="DOP853", t_eval=tg, rtol=1e-9, atol=1e-11)
cu, cl = sol.y
pop_path = np.abs(cu)**2
flow = 2 * v_cross * path_terms(tg)[1] * np.real(np.conj(cu) * cl)
rng = np.random.default_rng(7)
is_up = np.zeros(20000, bool)
path_gap = 0.0
step_t = tg[1] - tg[0]
for i in range(len(tg) - 1):
    f = 0.5 * (flow[i] + flow[i + 1]) * step_t
    r = rng.random(len(is_up))
    if f > 0:
        is_up |= r < f / max(1 - pop_path[i], 1e-12)
    else:
        is_up &= ~(r < -f / max(pop_path[i], 1e-12))
    path_gap = max(path_gap, abs(is_up.mean() - pop_path[i + 1]))
assert abs(pop_path[-1] - lz) < 0.005
assert path_gap < 0.02

# Energy error on one surface must fall as the square of the time step.
x0, v0 = sample(0.0, 200, 3)
drift_a = hopping(x0, v0, 60, 0.2, hops=False)["drift"].max()
drift_b = hopping(x0, v0, 60, 0.1, hops=False)["drift"].max()
order_ratio = drift_a / drift_b
assert 3.3 < order_ratio < 4.7

# Relaxed and strained bonds, with wave-packet references.
xr, vr = sample(0.0, N, 11)
plain = hopping(xr, vr)
damped = hopping(xr, vr, damp=True)
fine = hopping(xr, vr, dt=0.1, damp=True, seed=5)
xt, vt = sample(STRAIN, N, 12)
s_plain = hopping(xt, vt)
s_damped = hopping(xt, vt, damp=True)
s_reverse = hopping(xt, vt, damp=True, rule="reverse")
s_control = hopping(xt, vt, damp=True, rule="unscaled")
ref = wave_packet(0.0)
coarse = wave_packet(0.0, n=1600, dt=0.2)
s_ref = wave_packet(STRAIN)
ref_error = max(abs(ref[t] - coarse[t]) for t in TIMES)
assert ref_error < 0.005
lz_first = np.mean(1 - stay_diabatic(lower(xr) + 0.5 * M * vr**2))
assert abs(ref[80] - lz_first) < 0.05
assert abs(yield_at(damped, 80) - ref[80]) < 0.05
# Allowance for the error of the trajectory method itself.
assert abs(yield_at(damped, 200) - ref[200]) < 0.10
# Sampling error of two ensembles is about 0.012.
assert abs(yield_at(damped, 200) - yield_at(fine, 200)) < 0.04
hop_drift = max(r["drift"].max() for r in
                (plain, damped, s_plain, s_damped, s_reverse))
assert hop_drift < 0.01
assert s_control["drift"].max() > 2 * C * 0.99
assert s_damped["refused"] > 0
mismatch_plain = abs(plain["active_up"] - plain["pop_up"])
mismatch_damped = abs(damped["active_up"] - damped["pop_up"])
assert mismatch_damped < mismatch_plain

# Closed upper state: amplitude may stay there, trajectories may not.
near = np.linspace(XC - 0.02, XC + 0.02, 4001)
upper_min = upper(near).min()
x_closed = brentq(lambda q: lower(q) - (upper_min - 0.02), 0.0, 0.025)
closed = hopping(np.full(N, x_closed), np.zeros(N), 80)
assert closed["up_tries"] > 0 and closed["accepted"] == 0
assert closed["pop_up"] > 0.1

# Switching at the first inward return for nearby starting stretches.
starts = np.linspace(-0.002, 0.0, 9)
group = np.repeat(np.arange(9), 400)


def return_switch(damp):
    r = hopping(starts[group], np.zeros(len(group)), 120, damp=damp, seed=9)
    return np.array([r["switched"][(group == i) & r["returned"]].mean()
                     for i in range(9)])


scan_plain, scan_damped = return_switch(False), return_switch(True)
range_plain, range_damped = np.ptp(scan_plain), np.ptp(scan_damped)
lz_scan = np.mean(1 - stay_diabatic(lower(starts)))
assert range_plain > 2 * range_damped
assert abs(scan_damped.mean() - lz_scan) < 0.06

# Sizes of neglected effects.
kt = sc.k * 673 / sc.e
widen = np.sqrt(1 / np.tanh(QUANTUM / (2 * kt)))
xh, vh = sample(0.0, N, 13, widen)
hot = hopping(xh, vh, damp=True)
lz_heavy = float(stay_diabatic(photon, M_CH3 * AMU))
field_shift = 0.1 * XC
barrier_x = near[np.argmax(lower(near))]
barrier = float(lower(barrier_x))
q = 1e-4
curv = (lower(barrier_x + q) - 2 * barrier + lower(barrier_x - q)) / q**2
tunnel_scale = HBAR * np.sqrt(-curv / M) / (2 * np.pi)
below = np.mean(lower(xt) + 0.5 * M * vt**2 < barrier)
loss = 1 - np.exp(-T_END / 1000)
flight = damped["x"][damped["x"] > X_BREAK].mean()

print(f"Reduced mass: {mass_amu:.2f} amu")
print(f"V1: E1={E1} eV, D1={D1} eV, a={A1} /nm, x1={X1} nm")
print(f"V2: asymptote={D2} eV, b={B2} /nm; crossing xc={XC} nm")
print(f"Coupling C: {C} eV; ground quantum: {QUANTUM} eV")
print(f"Initial widths: {sigma_x:.5f} nm, {sigma_v:.6f} nm/fs")
print(f"Rupture limit: {X_BREAK} nm; strained start: {STRAIN} nm")
print(f"Trajectories: {N}; time step: {DT} fs; end: {T_END:.0f} fs")
print(f"Vertical energy, relaxed: {photon:.3f} eV")
print(f"Photon wavelength: {sc.h*sc.c/sc.e*1e9/photon:.1f} nm")
print(f"Vertical energy on V1 branch, strained: {lower(STRAIN):.3f} eV")
print(f"Crossing energy: {E_CROSS:.3f} eV")
print(f"Lower barrier: {barrier:.3f} eV; upper minimum: {upper_min:.3f} eV")
print(f"Slope difference: {slope:.2f} eV/nm")
print(f"Crossing speed: {v_cross:.5f} nm/fs")
print(f"Landau-Zener diabatic probability: {lz:.4f}")
print(f"Integrated diabatic probability: {pop_path[-1]:.4f}")
print(f"Largest switch/population gap, common path: {path_gap:.4f}")
print(f"One-surface energy error, dt=0.2 fs: {drift_a*1000:.4f} meV")
print(f"One-surface energy error, dt=0.1 fs: {drift_b*1000:.4f} meV")
print(f"Ratio of energy errors: {order_ratio:.3f}")
print(f"Largest energy error with hops: {hop_drift*1000:.3f} meV")
print(f"Largest error, unscaled hops: {s_control['drift'].max():.3f} eV")
print(f"Mean first-pass Landau-Zener rupture: {lz_first:.4f}")
print("Rupture fractions: time fs, wave packet, undamped, damped")
for t in TIMES:
    print(f"Relaxed {t}: {ref[t]:.4f}, {yield_at(plain,t):.4f}, "
          f"{yield_at(damped,t):.4f}")
for t in TIMES:
    print(f"Strained {t}: {s_ref[t]:.4f}, {yield_at(s_plain,t):.4f}, "
          f"{yield_at(s_damped,t):.4f}")
print(f"Wave-packet change, coarser grid and step: {ref_error:.5f}")
print(f"Relaxed damped rupture, dt=0.1 fs: {yield_at(fine,200):.4f}")
print(f"Relaxed damped hops: {damped['accepted']} accepted, "
      f"{damped['refused']} refused")
print(f"Strained damped hops: {s_damped['accepted']} accepted, "
      f"{s_damped['refused']} refused")
print(f"Strained rupture, reversal: {yield_at(s_reverse,200):.4f}")
print(f"Strained rupture, unscaled: {yield_at(s_control,200):.4f}")
print(f"Closed case: start {x_closed:.5f} nm, {closed['refused']} refused")
print(f"Closed case upper: active {closed['active_up']:.4f}, "
      f"amplitude {closed['pop_up']:.4f}")
print(f"Population mismatch, relaxed undamped: {mismatch_plain:.4f}")
print(f"Population mismatch, relaxed damped: {mismatch_damped:.4f}")
print("Scan starts (nm):", " ".join(f"{q:.5f}" for q in starts))
print("Return switching, undamped:",
      " ".join(f"{q:.3f}" for q in scan_plain))
print("Return switching, damped:",
      " ".join(f"{q:.3f}" for q in scan_damped))
print(f"Scan ranges: undamped {range_plain:.3f}, damped {range_damped:.3f}")
print(f"Scan mean: damped {scan_damped.mean():.3f}, LZ {lz_scan:.3f}")
print(f"673 K: width factor {widen:.3f}, rupture {yield_at(hot,200):.4f}")
print(f"Anchored Si: one-pass switching {1-lz_heavy:.4f} vs {1-lz:.4f}")
print(f"1 MV/cm, one charge moved by xc: {field_shift*1000:.2f} meV")
print(f"Tunnelling energy scale: {tunnel_scale*1000:.2f} meV")
print(f"Strained fraction below barrier: {below:.4f}")
print(f"Energy loss fraction by 200 fs, assumed 1 ps life: {loss:.3f}")
print(f"Mean stretch of broken bonds at 200 fs: {flight:.3f} nm")
print("success")
```

Output:

```
Reduced mass: 9.79 amu
V1: E1=6.8 eV, D1=2.0 eV, a=14.5 /nm, x1=0.03 nm
V2: asymptote=3.8 eV, b=10.0 /nm; crossing xc=0.045 nm
Coupling C: 0.07 eV; ground quantum: 0.09 eV
Initial widths: 0.00487 nm, 0.000666 nm/fs
Rupture limit: 0.2 nm; strained start: 0.015 nm
Trajectories: 3000; time step: 0.2 fs; end: 200 fs
Vertical energy, relaxed: 7.390 eV
Photon wavelength: 167.8 nm
Vertical energy on V1 branch, strained: 6.913 eV
Crossing energy: 6.876 eV
Lower barrier: 6.819 eV; upper minimum: 6.936 eV
Slope difference: 39.89 eV/nm
Crossing speed: 0.00318 nm/fs
Landau-Zener diabatic probability: 0.6917
Integrated diabatic probability: 0.6911
Largest switch/population gap, common path: 0.0056
One-surface energy error, dt=0.2 fs: 0.3810 meV
One-surface energy error, dt=0.1 fs: 0.1000 meV
Ratio of energy errors: 3.809
Largest energy error with hops: 1.743 meV
Largest error, unscaled hops: 1.473 eV
Mean first-pass Landau-Zener rupture: 0.3149
Rupture fractions: time fs, wave packet, undamped, damped
Relaxed 80: 0.3147, 0.2983, 0.3027
Relaxed 120: 0.4244, 0.4337, 0.4067
Relaxed 160: 0.6042, 0.6247, 0.5640
Relaxed 200: 0.6235, 0.6807, 0.6273
Strained 80: 0.6685, 0.7030, 0.7037
Strained 120: 0.7350, 0.7727, 0.7710
Strained 160: 0.8143, 0.8537, 0.8367
Strained 200: 0.8368, 0.8930, 0.8810
Wave-packet change, coarser grid and step: 0.00024
Relaxed damped rupture, dt=0.1 fs: 0.6307
Relaxed damped hops: 7143 accepted, 75 refused
Strained damped hops: 2561 accepted, 1159 refused
Strained rupture, reversal: 0.8553
Strained rupture, unscaled: 0.7820
Closed case: start 0.01485 nm, 2454 refused
Closed case upper: active 0.0000, amplitude 0.4606
Population mismatch, relaxed undamped: 0.3305
Population mismatch, relaxed damped: 0.0092
Scan starts (nm): -0.00200 -0.00175 -0.00150 -0.00125 -0.00100 -0.00075 -0.00050 -0.00025 0.00000
Return switching, undamped: 0.178 0.575 0.500 0.272 0.876 0.027 0.688 0.491 0.204
Return switching, damped: 0.318 0.340 0.289 0.292 0.250 0.303 0.344 0.325 0.323
Scan ranges: undamped 0.849, damped 0.094
Scan mean: damped 0.309, LZ 0.297
673 K: width factor 1.240, rupture 0.6383
Anchored Si: one-pass switching 0.3667 vs 0.3083
1 MV/cm, one charge moved by xc: 4.50 meV
Tunnelling energy scale: 16.26 meV
Strained fraction below barrier: 0.0287
Energy loss fraction by 200 fs, assumed 1 ps life: 0.181
Mean stretch of broken bonds at 200 fs: 1.115 nm
success
```
